# First-order gap difference between generalized Kohn-Sham and OEP hybrids: a numerical check

```python
"""
Result under test: for a hybrid functional with Fock-exchange fraction alpha,
    gap(GKS) - gap(OEP) = alpha * Delta_x + O(alpha^2),
    Delta_x = <L|K - v_x|L> - <H|K - v_x|H>.
GKS: generalized Kohn-Sham, nonlocal exchange operator K.
OEP: optimized effective potential, multiplicative exchange potential v_x.
H, L: highest occupied and lowest unoccupied orbitals.
Model: electrons in a 1D hard-wall box, interaction w = 1/sqrt(x^2 + 1).
The remaining fraction 1 - alpha is local-density exchange (LDA) of the
uniform gas with the same interaction; there is no correlation.
Grid vectors C are normalized to sum(C^2) = 1; p is charge per grid point.
Hartree atomic units.
"""
import numpy as np
from scipy import constants, integrate, special

LENGTH = 10.0
CHARGES = (3.0, 1.0)
CENTRES = (-1.5, 1.5)
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


class Model:
    def __init__(self, points):
        self.h = LENGTH / (points + 1)
        self.x = -LENGTH / 2 + self.h * np.arange(1, points + 1)
        off = np.full(points - 1, -0.5 / self.h**2)
        self.kin = (np.diag(np.full(points, 1 / self.h**2))
                    + np.diag(off, 1) + np.diag(off, -1))
        self.w = 1 / np.sqrt((self.x[:, None] - self.x[None, :])**2 + 1)
        self.vext = -sum(z / np.sqrt((self.x - c)**2 + 1)
                         for z, c in zip(CHARGES, CENTRES))

    def occupations(self, *values):
        f = np.zeros(len(self.x))
        f[:len(values)] = values
        return f


def lda_potential(n):
    return -special.iti0k0(np.pi * n)[1] / np.pi


def lda_energy_density(n):
    y = np.pi * n
    return -(y * special.iti0k0(y)[1] - 1 + y * special.k1(y)) / np.pi**2


def fock_exchange(model, C, f):
    """Exchange operator K and exchange energy from the density matrix."""
    P = (C * f) @ C.T
    K = -0.5 * P * model.w
    return K, 0.5 * np.sum(P * K)


def oep_potential(eps, C, f, K):
    """Local v for which K - v has zero first-order density response."""
    size = len(eps)
    A = np.zeros((size, size))
    rhs = np.zeros(size)
    occupied = np.flatnonzero(f > 0)
    for i in occupied:
        energy_difference = eps[i] - eps
        energy_difference[i] = 1.0
        # pairs with an empty partner occur twice in the full double sum
        weight = np.where(f > 0, 1.0, 2.0) * (f[i] - f) / energy_difference
        B = C[:, i:i + 1] * C
        A += (B * weight) @ B.T
        rhs += B @ (weight * (C[:, i] @ K @ C))
    # the response has the constant potential as null vector
    A -= abs(np.trace(A)) / size**2
    v = np.linalg.solve(A, rhs)
    top = C[:, occupied[-1]]
    return v + top @ K @ top - np.sum(top**2 * v)


def solve(model, alpha, scheme, f, start=None):
    """Self-consistent solution by linear mixing of the Hamiltonian."""
    core = model.kin + np.diag(model.vext)
    ham = core.copy() if start is None else start.copy()
    old_p, old_gap = np.zeros(len(f)), 0.0
    for _ in range(600):
        eps, C = np.linalg.eigh(ham)
        p = C**2 @ f
        gap = eps[2] - eps[1]
        K, ex = fock_exchange(model, C, f)
        if max(np.max(abs(p - old_p)), abs(gap - old_gap)) < 1e-9:
            break
        old_p, old_gap = p, gap
        new = core + np.diag(model.w @ p
                             + (1 - alpha) * lda_potential(p / model.h))
        if scheme == "GKS":
            new += alpha * K
        elif alpha > 0:
            new += alpha * np.diag(oep_potential(eps, C, f, K))
        ham = 0.6 * ham + 0.4 * new
    else:
        raise RuntimeError("self-consistency not reached")
    energy = (np.sum(f * np.sum(C * (core @ C), axis=0))
              + 0.5 * p @ model.w @ p + alpha * ex
              + (1 - alpha) * model.h
              * np.sum(lda_energy_density(p / model.h)))
    return dict(eps=eps, C=C, p=p, gap=gap, K=K, energy=energy, ham=ham, f=f)


def frontier_difference(C, K, v, homo):
    """Expectation of K - v in L minus that in H, and the four parts."""
    H, L = C[:, homo], C[:, homo + 1]
    parts = (L @ K @ L, L**2 @ v, H @ K @ H, H**2 @ v)
    return parts[0] - parts[1] - parts[2] + parts[3], parts


def discontinuity(state):
    v = oep_potential(state["eps"], state["C"], state["f"], state["K"])
    return frontier_difference(state["C"], state["K"], v, 1)


def derivative_gap(model, alpha, scheme, state, step=0.002):
    """Jump of dE/dN at N = 4 from energies at fractional N."""
    def pair(d):
        total = 0.0
        for f in (model.occupations(2, 2, d), model.occupations(2, 2 - d)):
            total += solve(model, alpha, scheme, f, state["ham"])["energy"]
        return total
    return (4 * pair(step) - pair(2 * step) - 6 * state["energy"]) / (2 * step)


# Local exchange energy against the exchange integral of the uniform gas
n_test = 0.5


def gas_integrand(u):
    return -0.5 * (n_test * np.sinc(n_test * u / 2))**2 / np.sqrt(u * u + 1)


gas_energy = integrate.quad(gas_integrand, 0, 400, limit=2000)[0]
assert abs(gas_energy - lda_energy_density(n_test)) < 1e-5

model = Model(99)
f4 = model.occupations(2, 2)

# One doubly occupied orbital: v_x = -J potential, Delta_x = J - K
eps1, C1 = np.linalg.eigh(model.kin + np.diag(0.01 * model.x))
f2 = model.occupations(2)
K1, _ = fock_exchange(model, C1, f2)
v1 = oep_potential(eps1, C1, f2, K1)
delta_pair, _ = frontier_difference(C1, K1, v1, 0)
product = C1[:, 0] * C1[:, 1]
J_HL = C1[:, 0]**2 @ model.w @ C1[:, 1]**2
K_HL = product @ model.w @ product
assert np.ptp(v1 + model.w @ C1[:, 0]**2) < 1e-5
assert abs(delta_pair - (J_HL - K_HL)) < 1e-6 and delta_pair > 0

# Four electrons, alpha = 0: common starting point of both schemes
lda = solve(model, 0.0, "GKS", f4)
delta0, parts0 = discontinuity(lda)
assert delta0 > 0

# v_x as functional derivative: change the potential, follow E_x and density
v_x = oep_potential(lda["eps"], lda["C"], f4, lda["K"])
bump = np.sin(1.3 * model.x) + 0.1 * model.x**2
s = 1e-4
sides = []
for sign in (1, -1):
    _, Cs = np.linalg.eigh(lda["ham"] + sign * s * np.diag(bump))
    sides.append((fock_exchange(model, Cs, f4)[1], Cs**2 @ f4))
ex_slope = (sides[0][0] - sides[1][0]) / (2 * s)
chain_slope = v_x @ (sides[0][1] - sides[1][1]) / (2 * s)
assert abs(ex_slope - chain_slope) < 1e-5

# Both schemes for several mixing fractions
alphas = (0.01, 0.02, 0.10, 0.25, 0.50)
gks, oep = {}, {}
for a in alphas:
    gks[a] = solve(model, a, "GKS", f4, lda["ham"])
    oep[a] = solve(model, a, "OEP", f4, lda["ham"])
    assert oep[a]["energy"] > gks[a]["energy"] - 1e-10

# Limit alpha -> 0 of the gap difference per alpha
a1, a2 = alphas[:2]
ratio = {a: (gks[a]["gap"] - oep[a]["gap"]) / a for a in alphas}
slope = 2 * ratio[a1] - ratio[a2]
assert abs(slope - delta0) < 5e-4

# Density: GKS and OEP agree to first order, GKS and LDA do not
shift_oep = [np.sum(abs(gks[a]["p"] - oep[a]["p"])) for a in (a1, a2)]
shift_lda = [np.sum(abs(gks[a]["p"] - lda["p"])) for a in (a1, a2)]
order_oep = np.log2(shift_oep[1] / shift_oep[0])
order_lda = np.log2(shift_lda[1] / shift_lda[0])
assert order_oep > 1.8 and 0.8 < order_lda < 1.2

# With the LDA potential as reference the bare expectation value fails
naive, _ = frontier_difference(lda["C"], lda["K"],
                               lda_potential(lda["p"] / model.h), 1)
slope_lda = (2 * (gks[a1]["gap"] - lda["gap"]) / a1
             - (gks[a2]["gap"] - lda["gap"]) / a2)
assert abs(slope - delta0) < 0.1 * abs(slope_lda - naive)

# Discontinuity from total energies at fractional electron number
am = 0.25
delta_m, _ = discontinuity(oep[am])
jump_oep = derivative_gap(model, am, "OEP", oep[am])
jump_gks = derivative_gap(model, am, "GKS", gks[am])
assert abs(jump_oep - (oep[am]["gap"] + am * delta_m)) < 3e-4
assert abs(jump_gks - gks[am]["gap"]) < 3e-4

# Finer grid
fine = Model(199)
f_fine = fine.occupations(2, 2)
lda_f = solve(fine, 0.0, "GKS", f_fine)
delta_f, _ = discontinuity(lda_f)
gks_f = solve(fine, am, "GKS", f_fine, lda_f["ham"])
oep_f = solve(fine, am, "OEP", f_fine, lda_f["ham"])
assert abs(delta_f - delta0) < 0.01

print(f"box length {LENGTH} bohr, grid spacing {model.h:.3f} bohr")
print(f"charges {CHARGES} at {CENTRES} bohr, electrons {f4.sum():.0f}")
print("Alpha = 0 (LDA exchange), energies in hartree")
print(f"levels 1, H, L: {np.round(lda['eps'][:3], 5)}")
print(f"gap: {lda['gap']:.5f}")
print(f"<L|K|L>: {parts0[0]:.5f}   <L|v_x|L>: {parts0[1]:.5f}")
print(f"<H|K|H>: {parts0[2]:.5f}   <H|v_x|H>: {parts0[3]:.5f}")
print(f"Delta_x: {delta0:.5f} hartree = {delta0 * HARTREE_EV:.3f} eV")
print("alpha, GKS gap, OEP gap, difference, alpha*Delta_x(0) [hartree],")
print("   and (difference - alpha*Delta_x(0))/alpha^2 [hartree]")
for a in alphas:
    d = gks[a]["gap"] - oep[a]["gap"]
    print(f"{a:.2f} {gks[a]['gap']:.6f} {oep[a]['gap']:.6f} {d:.6f} "
          f"{a * delta0:.6f} {(d - a * delta0) / a**2:.4f}")
print(f"difference/alpha extrapolated to 0: {slope:.5f} hartree")
print(f"density change GKS-OEP, alpha {a1}, {a2}: "
      f"{shift_oep[0]:.3e}, {shift_oep[1]:.3e} electrons")
print(f"   order in alpha: {order_oep:.3f}")
print(f"density change GKS-LDA, alpha {a1}, {a2}: "
      f"{shift_lda[0]:.3e}, {shift_lda[1]:.3e} electrons")
print(f"   order in alpha: {order_lda:.3f}")
print(f"slope of GKS gap from LDA gap: {slope_lda:.5f} hartree")
print(f"bare expectation with LDA reference: {naive:.5f} hartree")
print(f"dE_x/ds direct: {ex_slope:.6f}, from v_x: {chain_slope:.6f} hartree")
print(f"At alpha = {am}, energies in hartree")
print(f"Delta_x with OEP orbitals at this alpha: {delta_m:.5f}")
print(f"OEP gap + alpha*Delta_x: {oep[am]['gap'] + am * delta_m:.5f}")
print(f"OEP energy-derivative jump: {jump_oep:.5f}")
print(f"GKS energy-derivative jump: {jump_gks:.5f}")
print(f"E(OEP) - E(GKS): {oep[am]['energy'] - gks[am]['energy']:.3e}")
d = gks[am]["gap"] - oep[am]["gap"]
print(f"gap difference: {d * HARTREE_EV:.3f} eV, "
      f"first order: {am * delta0 * HARTREE_EV:.3f} eV")
print(f"first-order error: {100 * (am * delta0 / d - 1):.2f} percent")
print(f"Finer grid, spacing {fine.h:.3f} bohr, energies in hartree")
print(f"Delta_x(0): {delta_f:.5f}")
print(f"GKS gap: {gks_f['gap']:.5f}   OEP gap: {oep_f['gap']:.5f}")
print("One doubly occupied orbital, box with tilt 0.01 hartree/bohr")
print(f"J_HL: {J_HL:.5f}, K_HL: {K_HL:.5f}, "
      f"Delta_x: {delta_pair:.5f} hartree")
print("success")
```

Printed output:

```
box length 10.0 bohr, grid spacing 0.100 bohr
charges (3.0, 1.0) at (-1.5, 1.5) bohr, electrons 4
Alpha = 0 (LDA exchange), energies in hartree
levels 1, H, L: [-0.74775 -0.15296  0.11384]
gap: 0.26680
<L|K|L>: -0.19654   <L|v_x|L>: -0.52582
<H|K|H>: -0.62312   <H|v_x|H>: -0.62312
Delta_x: 0.32928 hartree = 8.960 eV
alpha, GKS gap, OEP gap, difference, alpha*Delta_x(0) [hartree],
   and (difference - alpha*Delta_x(0))/alpha^2 [hartree]
0.01 0.270386 0.267092 0.003294 0.003293 0.0138
0.02 0.273975 0.267384 0.006591 0.006586 0.0138
0.10 0.302808 0.269742 0.033067 0.032928 0.0139
0.25 0.357463 0.274275 0.083188 0.082320 0.0139
0.50 0.450282 0.282167 0.168115 0.164641 0.0139
difference/alpha extrapolated to 0: 0.32928 hartree
density change GKS-OEP, alpha 0.01, 0.02: 2.739e-07, 1.111e-06 electrons
   order in alpha: 2.020
density change GKS-LDA, alpha 0.01, 0.02: 1.992e-03, 3.986e-03 electrons
   order in alpha: 1.001
slope of GKS gap from LDA gap: 0.35838 hartree
bare expectation with LDA reference: 0.37226 hartree
dE_x/ds direct: -0.122109, from v_x: -0.122109 hartree
At alpha = 0.25, energies in hartree
Delta_x with OEP orbitals at this alpha: 0.33249
OEP gap + alpha*Delta_x: 0.35740
OEP energy-derivative jump: 0.35740
GKS energy-derivative jump: 0.35746
E(OEP) - E(GKS): 9.004e-05
gap difference: 2.264 eV, first order: 2.240 eV
first-order error: -1.04 percent
Finer grid, spacing 0.050 bohr, energies in hartree
Delta_x(0): 0.32925
GKS gap: 0.35772   OEP gap: 0.27454
One doubly occupied orbital, box with tilt 0.01 hartree/bohr
J_HL: 0.45180, K_HL: 0.15902, Delta_x: 0.29278 hartree
success
```
